# Thermal conductivity tensors of cubic and hexagonal crystals

In a model cubic crystal at 300 K the fastest sound travels at 8.24 km/s along [100] and at 9.52 km/s along [111], a difference of about 15 %. Its thermal conductivity is nevertheless 187 W/(m K) in every direction. In a model hexagonal crystal the fastest sound travels at 8.06 km/s in the basal plane and at 8.00 km/s along the c axis, nearly the same; halfway between it drops to 7.0 km/s, so its total spread is also about 15 %. Yet its conductivity is about 200 W/(m K) in the plane and about 140 W/(m K) along the axis. The fastest sound speed alone therefore does not tell whether heat conduction depends on direction. Symmetry tells when it cannot.

## The statement and its conditions

For a small temperature gradient in a homogeneous crystal, Fourier's law reads

$$J_i=-\sum_j\kappa_{ij}\,\partial_jT ,$$

where $J$ is the heat flux. The crystal must be much larger than the phonon mean free paths, so that its surfaces play no part, and there must be no magnetic field or magnetic order. Then:

- In each of the five cubic point groups, $\kappa_{ij}=\kappa\,\delta_{ij}$. This is what "scalar" means here.
- In each of the seven hexagonal point groups, with $z$ along the c axis, $\kappa=\mathrm{diag}(\kappa_\perp,\kappa_\perp,\kappa_\parallel)$, and symmetry imposes no relation between the two values.

The hexagonal count contains a condition that is easily hidden. In three of the seven groups it needs $\kappa_{ij}=\kappa_{ji}$, which rotations and reflections alone do not supply. The first derivation below has this property built in; the second shows where it is needed.

## First derivation: averaging over equivalent phonons

Let $\lambda$ label a phonon mode, that is, a wave vector $q$ and a branch, with frequency $\omega$, group velocity $v=\partial\omega/\partial q$ and occupation $n$. In the relaxation-time approximation each mode returns to the Bose distribution $n^0$ with its own lifetime $\tau$. In a steady state, drift down the gradient balances relaxation:

$$(v\cdot\nabla T)\frac{\partial n^0}{\partial T}=-\frac{n-n^0}{\tau}.$$

To first order in the gradient, $n-n^0=-\tau\,(v\cdot\nabla T)\,\partial n^0/\partial T$. The heat flux is the sum of $\hbar\omega\,v\,(n-n^0)$ over modes, divided by the crystal volume $V$. The equilibrium part carries no flux, because modes at $q$ and $-q$ have equal frequencies and opposite velocities. With the mode heat capacity $c=\hbar\omega\,\partial n^0/\partial T$, comparison with Fourier's law gives

$$\kappa_{ij}=\frac1V\sum_\lambda c_\lambda\tau_\lambda v_{\lambda i}v_{\lambda j}. \tag{1}$$

Exchanging $i$ and $j$ changes nothing, so this tensor is symmetric by construction.

Now let $R$ be the rotation or reflection part of a crystal symmetry $r\to Rr+t$. It turns a vibration with phase factor $e^{iq\cdot r}$ into one with

$$e^{iq\cdot R^{-1}(r-t)}=e^{i(Rq)\cdot r}\,e^{-i(Rq)\cdot t}.$$

The new vibration has wave vector $Rq$ and the same frequency. The translation $t$, present for screw axes and glide planes, adds only a constant phase. Hence $\omega(Rq)=\omega(q)$. Differentiating both sides with respect to $q_i$ gives $\sum_kR_{ki}v_k(Rq)=v_i(q)$, or $R^Tv(Rq)=v(q)$. Since $RR^T=1$,

$$v(Rq)=R\,v(q). \tag{2}$$

Equivalent modes also share $c$, which depends on $\omega$ alone, and $\tau$, because they scatter in equivalent surroundings. Points where branches touch, and a single velocity may be undefined, occupy no volume in $q$ space and do not affect the sum in a large crystal.

The wave vectors $Rq$, for all $R$ in the point group $G$, form the star of $q$. Relabelling $q\to Rq$ leaves the sum (1) unchanged, so it may be averaged over the group's $|G|$ operations:

$$\kappa=\frac1V\sum_\lambda c_\lambda\tau_\lambda A(v_\lambda),\qquad A_{ij}(v)=\frac1{|G|}\sum_{R\in G}(Rv)_i(Rv)_j. \tag{3}$$

The problem is reduced to one velocity vector and its images.

**Cubic groups.** All five contain the group T of twelve rotations. Its twofold axes turn $(v_x,v_y,v_z)$ into

$$(v_x,v_y,v_z),\ (v_x,-v_y,-v_z),\ (-v_x,v_y,-v_z),\ (-v_x,-v_y,v_z),$$

and its threefold axes permute the components cyclically. Over the four sign patterns the product of the first two components has signs $+,-,-,+$ and averages to zero. The same holds for the other pairs. In the squares the signs disappear, and the cyclic permutations put $v_x^2$, $v_y^2$ and $v_z^2$ in each place equally often. Therefore

$$A_{ij}=\tfrac13|v|^2\delta_{ij},\qquad \kappa=\frac1{3V}\sum_\lambda c_\lambda\tau_\lambda|v_\lambda|^2. \tag{4}$$

A larger cubic group only averages this result again, and a multiple of the unit matrix is unchanged by that.

For example, the lowest branch of the cubic model at $q=(2.0,3.5,5.0)$ nm$^{-1}$ has $v=(1.084,0.144,3.547)$ km/s, pointing mostly along $z$. Its squared components add to $1.175+0.021+12.581=13.78$ km²/s², and one third is 4.59 km²/s². Direct averaging over the twelve rotated wave vectors gives 4.593 km²/s² for each axis. A single phonon is strongly directional; its star is not.

**Hexagonal groups.** Write the velocity as $(v_\perp\cos\varphi,\,v_\perp\sin\varphi,\,v_z)$. The six rotations of C6 replace $\varphi$ by $\varphi_m=\varphi+m\pi/3$, with $m=0,\dots,5$. Using double angles,

$$\overline{\cos^2\varphi_m}=\tfrac12+\tfrac12\,\overline{\cos(2\varphi+2\pi m/3)}=\tfrac12,$$

$$\overline{\sin\varphi_m\cos\varphi_m}=\tfrac12\,\overline{\sin(2\varphi+2\pi m/3)}=0,$$

because three equally spaced phases, each occurring twice, sum to zero. Six equally spaced phases also sum to zero, so $\overline{\cos\varphi_m}=\overline{\sin\varphi_m}=0$, which removes the $xz$ and $yz$ averages. Thus

$$A=\mathrm{diag}\left(\tfrac12v_\perp^2,\ \tfrac12v_\perp^2,\ v_z^2\right). \tag{5}$$

The groups C3h and D3h do not contain C6, but they contain the sixfold rotation combined with inversion. The additional minus sign cancels in a product of two velocity components, and (5) still holds. The other five groups contain C6 itself. Any further operations of a hexagonal group turn or reflect the plane into itself and at most reverse the c axis, so averaging over them leaves (5) unchanged.

At the same $q$, the lowest hexagonal branch has $v=(1.716,2.983,0.416)$ km/s. The two equal in-plane averages are $(2.945+8.898)/2=5.92$ km²/s², and the axial one is $0.416^2=0.173$ km²/s².

The in-plane equality does not require a circular spectrum. In the hexagonal model the top branch at $|q|=10$ nm$^{-1}$ lies at 8.49 THz along $x$ and at 9.12 THz along $y$, 7 % apart. A six-lobed pattern is visible in the frequencies, but a tensor with two indices contains only the angular dependences $1$, $\cos2\varphi$ and $\sin2\varphi$ in the plane, and the last two do not survive a sixfold average.

## A solvable case: the two values are independent

It remains to show that no hidden relation fixes $\kappa_\perp/\kappa_\parallel$. Consider one branch with

$$\omega^2=u_\perp^2(q_x^2+q_y^2)+u_\parallel^2q_z^2,\qquad \omega\le\omega_m ,$$

and let $c\tau=F(\omega)$. This spectrum has every hexagonal symmetry. Define $p_x=u_\perp q_x$, $p_y=u_\perp q_y$, $p_z=u_\parallel q_z$. Then $\omega=|p|$, the volume element is $d^3q=d^3p/(u_\perp^2u_\parallel)$, and

$$v_x=\frac{u_\perp^2q_x}{\omega}=u_\perp\frac{p_x}{|p|},\qquad v_z=u_\parallel\frac{p_z}{|p|}.$$

In (1), $V^{-1}\sum_q$ becomes $(2\pi)^{-3}\int d^3q$. The angular average of $p_x^2/p^2$ or $p_z^2/p^2$ over the sphere is $1/3$, and the shell volume is $4\pi\omega^2d\omega$. With $S=\int_0^{\omega_m}F\,\omega^2d\omega$,

$$\kappa_\perp=\frac{S}{6\pi^2u_\parallel},\qquad \kappa_\parallel=\frac{u_\parallel S}{6\pi^2u_\perp^2},\qquad \frac{\kappa_\perp}{\kappa_\parallel}=\frac{u_\perp^2}{u_\parallel^2}. \tag{6}$$

The ratio can take any positive value. It equals one when $u_\perp=u_\parallel$, so a hexagonal crystal may conduct isotropically by coincidence, but its symmetry does not demand it.

## Second derivation: rotating the experiment

This argument uses no phonons. Let a gradient $g=\nabla T$ produce the flux $J=-\kappa g$. Rotate the whole experiment, crystal included, by a symmetry operation $R$. The gradient becomes $Rg$ and the flux $RJ$. The rotated bulk crystal cannot be distinguished from the original, so the same $\kappa$ must connect them: $RJ=-\kappa Rg$. Substituting $J=-\kappa g$ gives $R\kappa g=\kappa Rg$ for every $g$, hence

$$\kappa R=R\kappa. \tag{7}$$

If $R$ is replaced by $-R$, both sides change sign. Inversion therefore imposes no condition.

**Cubic groups.** For the twofold rotation $\mathrm{diag}(-1,-1,1)$, equation (7) requires each element connecting $z$ with $x$ or $y$ to equal its own negative. Those four elements vanish. The rotation $\mathrm{diag}(1,-1,-1)$ removes $\kappa_{xy}$ and $\kappa_{yx}$ in the same way. Let $C$ be the threefold rotation that takes $\hat x\to\hat y\to\hat z\to\hat x$. Then

$$\kappa_{yy}\hat y=\kappa\hat y=\kappa C\hat x=C\kappa\hat x=\kappa_{xx}C\hat x=\kappa_{xx}\hat y,$$

so $\kappa_{yy}=\kappa_{xx}$. Repeating the step gives $\kappa_{zz}=\kappa_{yy}$. Symmetry of $\kappa$ was not assumed.

**Hexagonal groups.** Three successive sixfold rotations make the twofold rotation $\mathrm{diag}(-1,-1,1)$, which removes the elements connecting $z$ with the plane. In C3h and D3h the corresponding product is its negative, with the same effect. In the plane, a rotation by 60° is

$$R=\tfrac12\,\mathbf 1+\tfrac{\sqrt3}{2}\,\epsilon,\qquad \epsilon=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.$$

The unit matrix commutes with everything, so (7) requires the in-plane block to commute with $\epsilon$:

$$\begin{pmatrix}\kappa_{xy}&-\kappa_{xx}\\ \kappa_{yy}&-\kappa_{yx}\end{pmatrix}=\begin{pmatrix}-\kappa_{yx}&-\kappa_{yy}\\ \kappa_{xx}&\kappa_{xy}\end{pmatrix}.$$

Thus $\kappa_{xx}=\kappa_{yy}$ and $\kappa_{xy}=-\kappa_{yx}$. Three numbers remain: $\kappa_\perp$, $\kappa_\parallel$ and $\kappa_{xy}$.

In D6, C6v, D3h and D6h there is also a twofold axis in the plane, or a mirror containing the c axis. Up to an overall sign it acts, for suitable $x$ and $y$, as $\mathrm{diag}(1,-1,-1)$, which reverses $\kappa_{xy}$ and forces it to zero. In C6, C3h and C6h there is no such operation. Here one needs Onsager reciprocity, $\kappa_{ij}=\kappa_{ji}$ without a magnetic field. Combined with $\kappa_{xy}=-\kappa_{yx}$ it gives $\kappa_{xy}=0$. A direct count of invariant tensors confirms this division: one component for every cubic group, and for the hexagonal groups three without reciprocity in C6, C3h and C6h, but two in all other cases.

## What each derivation assumes

The first derivation assumes that heat is carried by phonons with definite velocities and individual lifetimes. In return it gives the values, through (4) for example, and shows how the averaging happens. The second assumes a local linear law in a uniform medium. It covers heat carried by electrons as well, but it gives no values and must take reciprocity from elsewhere.

The gap between them closes when the lifetimes are replaced by a full collision matrix, which lets phonons scatter into one another. Let $s^2=n^0(n^0+1)$ and write $n-n^0=s\phi$. Since $\partial n^0/\partial T=\hbar\omega s^2/(k_BT^2)$, the steady balance, divided by $s$, becomes

$$\frac{b\cdot\nabla T}{k_BT^2}=-\Gamma\phi,\qquad b=\hbar\omega\,s\,v .$$

Here $\Gamma$ is the collision matrix in the scaled variables. The flux is $V^{-1}\sum_\lambda b\,\phi$, so

$$\kappa_{ij}=\frac1{Vk_BT^2}\,b_i^T\Gamma^{-1}b_j. \tag{8}$$

The deviation $\phi\propto\hbar\omega s$ merely changes the temperature and does not decay. The inverse is therefore taken on the deviations orthogonal to it, which carry no extra energy. Energy conservation keeps $\Gamma\phi$ among them, and $b$ is one of them because it is odd under $q\to-q$ while $\hbar\omega s$ is even. The inverse exists if collisions relax all of these deviations, which is assumed here.

Equivalent pairs of modes have equal elements of $\Gamma$, and $b$ rotates like $v$. Relabelling both sums in (8) gives $\kappa=R\kappa R^T$, the same as (7). The lifetime approximation is therefore not needed for the symmetry result.

Reciprocity enters as follows. Let $\Theta$ exchange each mode with its time-reversed partner at $-q$. Then $\Theta b=-b$, and reversing every collision in time gives $\Theta\Gamma\Theta=\Gamma^T$. Since $\Theta^2=1$, $\Gamma^{-1}=\Theta(\Gamma^T)^{-1}\Theta$, and

$$b_i^T\Gamma^{-1}b_j=b_i^T(\Gamma^T)^{-1}b_j=b_j^T\Gamma^{-1}b_i .$$

A numerical trial shows that the condition matters. Random invariant matrices $\Gamma$ were combined with two stars of random velocities. For C6h a non-symmetric matrix gave $\kappa_{xy}=-0.125$ in units of the mean diagonal element, while a symmetric one gave zero to rounding error. For D6h and Oh even a non-symmetric matrix produced no such component.

## The numbers in the example

Both models use central springs, one mass per primitive cell and $1/\tau=BT\omega^2$ with $B=1.0\times10^{-19}$ s/K. By (1), every bulk conductivity with these lifetimes is proportional to $1/B$: the chosen $B$ sets the absolute values, and the ratios between directions do not depend on it. The mean free paths are also proportional to $1/B$, so the film results further below do depend on it.

The sum over $q$ was taken on meshes of $N^3$ points. Near $q=0$, $c\tau v^2$ grows as $1/q^2$ while a shell has volume proportional to $q^2dq$, so equal intervals of $q$ contribute equally. The region around $q=0$ that the mesh resolves badly has width proportional to $1/N$, and so has the error. It is removed by taking $2\kappa(48)-\kappa(24)$. For the hexagonal crystal the correction is large: $\kappa_\parallel$ falls from 163.8 to 136.5 W/(m K), and $\kappa_\perp$ rises from 191.6 to 201.5 W/(m K). Extrapolation from $N=16$ and 32 agrees within 1 % of the mean conductivity. Digits beyond that accuracy are kept only so that the arithmetic can be followed. The extrapolated ratio is $\kappa_\perp/\kappa_\parallel=1.48$. The extrapolated conductivities lie within 0.5 W/(m K) of the fully converged ones (186.4 for the cubic model, 201.3 and 136.6 for the hexagonal one, ratio 1.47).

Let the heat be driven along $n=(\sin\theta,0,\cos\theta)$, so that $-\nabla T=Gn$. The flux components along $n$ and along the perpendicular direction $(\cos\theta,0,-\sin\theta)$ are

$$J_n=G(\kappa_\perp\sin^2\theta+\kappa_\parallel\cos^2\theta),\qquad J_t=G(\kappa_\perp-\kappa_\parallel)\sin\theta\cos\theta .$$

For $G=1$ K/µm and $\theta=45°$, $J_n=\frac12(201.5+136.5)\times10^6$ W/m² $=169$ W/mm², and $J_t=\frac12(201.5-136.5)\times10^6$ W/m² $=32.5$ W/mm². The flux is turned from $n$ toward the basal plane by $\arctan(32.5/169)=10.9°$, so it makes about 56° with the c axis.

The largest deflection $\delta$ follows from

$$\tan\delta=\frac{|J_t|}{J_n}=\frac{|\kappa_\perp-\kappa_\parallel|}{\kappa_\perp\tan\theta+\kappa_\parallel/\tan\theta}.$$

The denominator is smallest, $2\sqrt{\kappa_\perp\kappa_\parallel}$, when its terms are equal. Because $4\kappa_\perp\kappa_\parallel+(\kappa_\perp-\kappa_\parallel)^2=(\kappa_\perp+\kappa_\parallel)^2$, this means $\sin\delta_{\max}=|\kappa_\perp-\kappa_\parallel|/(\kappa_\perp+\kappa_\parallel)=65/338$, or 11.1°. In a cubic crystal the deflection is zero.

## Where the result fails, and real crystals

Surfaces are not invariant under the bulk point group. In a film of thickness $L$ with diffuse walls, phonons leave a wall in equilibrium, and their deviation recovers as $1-e^{-z/l}$, with $l=|v\cdot\hat n|\tau$ and $\hat n$ the film normal. Averaging over the thickness multiplies each mode's in-plane contribution by $1-(l/L)(1-e^{-L/l})$. This factor depends on direction. For a (110) film of the cubic model, [001] and [1-10] are inequivalent in-plane directions. On the 48³ mesh, the conductivities along them at 100 nm are 0.49 and 0.43 of the bulk value; at 1000 nm they are 0.80 and 0.76. No extrapolation was made here. These fractions are too high, by up to about a fifth at 100 nm and a tenth at 1000 nm. The main reason is that a regular mesh has many points exactly in the plane $q\cdot\hat n=0$. There mirror symmetry makes $v\cdot\hat n=0$, so the walls have no effect, and near $q=0$ these few points carry too much weight. The order of the two directions is not affected. On the same mesh, half of the bulk conductivity comes from mean free paths below about 360 nm (the converged value is about 10 % higher, near 395 nm), so neither film is thick in the required sense.

A uniform distortion breaks the cubic symmetry unless it stretches all directions equally; a hexagonal crystal also keeps its form under a stretch along c. Softening the bonds in the $xy$ planes by 10 %, at fixed $B$ and fixed lattice constants, gives $\kappa_{xx}/\kappa_{zz}=0.92$ on the 24³ mesh. Isotope scattering of a rough silicon-like strength lowers the model's $\kappa$ by about 2 % (2.3 % on the 48³ mesh, 2.2 % converged; the effect measured in real silicon is several times larger) but leaves it a scalar, since its rate here depends on $\omega$ alone.

The cubic parameters are roughly those of silicon, whose room-temperature conductivity is roughly 150 W/(m K); the model's 187 is of the right size, largely through the choice of $B$. The hexagonal parameters are roughly those of gallium nitride, with a conductivity of roughly 200 W/(m K). The model's ratio of 1.48 should not be attributed to that material: four atoms are replaced by one mass, the shear constant $C_{44}$ is 68 GPa instead of roughly 105 GPa, and the real anisotropy is, as far as is known, much weaker. The omitted optical branches would add at most about 1 and 3 W/(m K), for assumed speeds of 1 km/s, lifetimes of 3 ps and the full classical heat capacity $k_B$ per mode. In thin films the assumption of a large crystal fails clearly: in the cubic model the walls cost between a quarter and a third of the conductivity at 1000 nm and more than half at 100 nm. The remaining values are in the numerical output.

## Table of computed values

```
Point group: order, free components (general, symmetric)
  T: 12, 1, 1
  Th: 24, 1, 1
  O: 24, 1, 1
  Td: 24, 1, 1
  Oh: 48, 1, 1
  C6: 6, 3, 2
  C3h: 6, 3, 2
  C6h: 12, 3, 2
  D6: 12, 2, 2
  C6v: 12, 2, 2
  D3h: 12, 2, 2
  D6h: 24, 2, 2
Random collision matrix, kappa_xy/(trace/3):
  C6h, non-symmetric matrix: -0.1253
  C6h, symmetric matrix: 1.4e-17
One mode, q = (2.0, 3.5, 5.0) 1/nm, lowest branch:
  cubic v: 1.084, 0.144, 3.547 km/s
  cubic star average of v_i^2: 4.593, 4.593, 4.593 km2/s2
  hexagonal v: 1.716, 2.983, 0.416 km/s
  hexagonal star average of v_i^2: 5.920, 5.920, 0.173 km2/s2
T = 300 K, B = 1.0e-19 s/K
Cubic: a = 0.543 nm, K = 43 N/m, mass = 56.2 u
Hexagonal: a = 0.319 nm, c = 0.519 nm, mass = 167.4 u
  springs in plane, along c, slanted: 150, 5, 14 N/m
Cubic fastest sound [100], [111]: 8.24, 9.52 km/s
Hexagonal fastest sound in plane, along c: 8.06, 8.00 km/s
Hexagonal top branch, q = 10 1/nm along x, y: 8.49, 9.12 THz
cubic kappa xx, yy, zz: 186.8, 186.8, 186.8 W/(m K)
  before extrapolation (48^3 mesh): 181.5, 181.5, 181.5 W/(m K)
  largest off-diagonal/mean: 2e-16
hexagonal kappa xx, yy, zz: 201.5, 201.5, 136.5 W/(m K)
  before extrapolation (48^3 mesh): 191.6, 191.6, 163.8 W/(m K)
  largest off-diagonal/mean: 8e-17
Hexagonal k_perp/k_par: 1.476
  24^3 mesh, slanted springs x1, x0.5: 0.951, 1.110
Gradient 1 K/um at 45 deg to c:
  flux along -grad T: 169.0 W/mm2
  flux across, toward (1,0,-1): 32.5 W/mm2
  deflection: 10.89 deg; largest at any tilt: 11.09 deg
Cubic: half of kappa from mean free paths below 361 nm
  temperature change over that path: 0.36 K
(110) film 100 nm, kappa/bulk along [001], [1-10]: 0.492, 0.434
(110) film 1000 nm, kappa/bulk along [001], [1-10]: 0.795, 0.755
Cubic, xy-plane bonds 10% softer: kappa_xx/kappa_zz = 0.916
Cubic, isotope term 1e-45 s3: kappa changes by -2.3 %
cubic: 3 optical branches (1 km/s, 3 ps) add about 1.0 W/(m K)
hexagonal: 9 optical branches (1 km/s, 3 ps) add about 2.7 W/(m K)
```
